# Why a deep pore roughly halves the activation energy of deposition

## A pore without a bottom

Take a cylindrical pore of radius \(R\), so deep that no precursor reaches its end. The precursor density at the mouth is held at \(n_0\), and the diffusivity \(D\) does not depend on temperature. Molecules that strike the wall react irreversibly at a rate \(kn\) per unit area, where \(n(z)\) is the density at depth \(z\) and \(k\) is the surface rate constant.

In the steady state, the diffusive inflow into a slice of thickness \(dz\) must equal the consumption on its wall. The flow down the pore is \(-\pi R^2D\,n'\), so the net inflow into the slice is \(\pi R^2D\,n''\,dz\). The wall of the slice has area \(2\pi R\,dz\) and consumes \(2\pi R\,kn\,dz\). Equating the two and dividing by \(\pi R^2dz\) gives

\[
D\,n''=\frac{2k}{R}\,n,\qquad n=n_0e^{-z/\lambda},\qquad \lambda=\sqrt{\frac{RD}{2k}} .
\]

The growing exponential is dropped because the density must stay finite. The total deposition rate is the wall consumption summed over depth:

\[
W=\int_0^\infty 2\pi R\,k\,n_0e^{-z/\lambda}dz=2\pi R\,n_0\,k\lambda=\pi R^2n_0\sqrt{\frac{2kD}{R}} .
\]

Now heat the pore until \(k\) is four times larger. Each coated patch near the mouth grows four times faster, but the precursor is used up in half the depth, so the total only doubles. If \(k\propto e^{-E_a/k_BT}\), then \(W\propto e^{-E_a/2k_BT}\). The surface reaction still has its full barrier. What has changed is the area that takes part, which shrinks on heating as \(1/\sqrt k\).

The halved energy belongs to the total deposit or, in a pore of finite depth much larger than \(\lambda\), equally to the thickness averaged over the whole wall. It is not the activation energy of growth at every depth.

## How temperature enters the two coefficients

The algebra can be read in atomic units with \(k_B\) kept; it contains no \(\hbar\) and holds in any consistent units. The gas is dilute, the pore isothermal, and the film thin enough for \(R\) to stay fixed. Molecules that do not react leave the wall with a cosine distribution and no memory of their arrival.

**Surface reaction.** An isotropic gas of mean speed \(v=\sqrt{8k_BT/\pi m}\) strikes a wall with the flux

\[
\frac{nv}{4\pi}\int_0^{2\pi}\!d\chi\int_0^{\pi/2}\!\cos\theta\,\sin\theta\,d\theta=\frac{nv}{4}.
\]

If a fraction \(s=s_0e^{-\beta E_a}\) of the impacts reacts, with \(\beta=1/k_BT\), then \(k=sv/4\). This needs \(s\ll1\), so that the reaction hardly disturbs the isotropy of the gas.

**Knudsen diffusion.** The molecules fly from wall to wall without meeting each other. Let a flight make an angle \(\alpha\) with the pore axis, and let its projection on the cross-section make an angle \(\psi\) with the inward normal. The projected chord of the circle is \(2R\cos\psi\), so the axial jump is \(\Delta z=2R\cos\psi\cot\alpha\). The normal component of the direction is \(\sin\alpha\cos\psi\), and the cosine law gives the probability \((1/\pi)\sin\alpha\cos\psi\,\sin\alpha\,d\alpha\,d\psi\). Therefore

\[
\langle\Delta z^2\rangle=\frac{4R^2}{\pi}\int_0^\pi\cos^2\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\cos^3\psi\,d\psi
=\frac{4R^2}{\pi}\cdot\frac{\pi}{2}\cdot\frac43=\frac{8R^2}{3}.
\]

Per unit length, \(2\pi R\,nv/4\) impacts per unit time are shared by \(\pi R^2n\) molecules. Each molecule thus hits the wall at the rate \(v/2R\). Independent jumps of zero mean give a diffusivity equal to half the jump rate times the mean square jump:

\[
D=\frac12\cdot\frac{v}{2R}\cdot\frac{8R^2}{3}=\frac{2Rv}{3}.
\]

This has no barrier and varies only as \(\sqrt T\). Inserting both coefficients into the penetration depth gives

\[
\lambda^2=\frac{R}{2}\cdot\frac{2Rv}{3}\cdot\frac{4}{sv}=\frac{4R^2}{3s},\qquad \lambda=R\sqrt{\frac{4}{3s}} .
\]

The thermal speed cancels: a faster molecule moves along the pore sooner, but it also tries the wall more often. Within this model \(\lambda\) depends on temperature through \(s\) alone.

## Finite depth and the crossover

Let the pore have depth \(L\gg R\) and a closed bottom. The bottom disk has a fraction \(R/2L\) of the side-wall area, and deposition on it is neglected, so \(n'(L)=0\). The solution of the slice balance that meets this condition and equals \(n_0\) at the mouth is

\[
n(z)=n_0\frac{\cosh[\phi(1-z/L)]}{\cosh\phi},\qquad
\phi=\frac L\lambda=\frac LR\sqrt{\frac{3s}{4}} .
\]

The Thiele modulus \(\phi\) counts how many penetration depths fit into the pore. The integral of the hyperbolic cosine over depth is \((L/\phi)\sinh\phi\), so

\[
W=2\pi RL\,k\,n_0\,\frac{\tanh\phi}{\phi}.
\]

For \(\phi\ll1\) the last factor tends to one and the whole wall reacts at the mouth density. For \(\phi\gg1\) it tends to \(1/\phi=\lambda/L\), and the result for the bottomless pore returns.

Define the apparent energy of any quantity \(X\) as \(E_X=-d\ln X/d\beta\). Since \(T\propto1/\beta\), a factor \(\sqrt T\) contributes \(+k_BT/2\). Hence

\[
E_k=E_a+\tfrac12k_BT,\qquad E_D=\tfrac12k_BT .
\]

At fixed precursor pressure \(p\), the density is \(n_0=p\beta\), which gives \(E_n=-k_BT\). For the remaining factor,

\[
\frac{d\ln(\tanh\phi/\phi)}{d\ln\phi}=\frac{\phi}{\sinh\phi\cosh\phi}-1=\frac{2\phi}{\sinh2\phi}-1 .
\]

Because \(\phi^2\propto k/D\), the apparent energy of \(\phi\) is \((E_k-E_D)/2\). Adding the contributions of \(n_0\), \(k\) and \(\tanh\phi/\phi\),

\[
E_W=E_n+E_k+\frac{E_k-E_D}{2}\left(\frac{2\phi}{\sinh2\phi}-1\right)
=E_n+wE_k+(1-w)E_D,
\]

\[
w=\frac12+\frac{\phi}{\sinh2\phi}.
\]

With the Knudsen values this becomes, at fixed pressure,

\[
E_W=wE_a-\tfrac12k_BT .
\]

For small \(\phi\), the expansion \(\sinh2\phi\approx2\phi+(2\phi)^3/6\) gives \(w\approx1-\phi^2/3\), and the surface barrier appears in full. For large \(\phi\), \(w\) tends to \(1/2\). A flat surface has the rate \(kn_0\) and the energy \(E_a-k_BT/2\). The ratio of pore to flat surface is therefore near one half when \(E_a\gg k_BT\), and slightly below it at fixed pressure. At fixed density \(E_n=0\); the two energies are then \(E_a/2+k_BT/2\) and \(E_a+k_BT/2\), and their ratio lies slightly above one half.

**If diffusion has its own barrier.** For large \(\phi\) the general result is \(E_n+(E_k+E_D)/2\). The pore averages the energies of reaction and transport, and half the surface energy results because one of the two is nearly zero. Slow transport alone is not enough: \(D\) must also vary weakly with temperature.

## A memory hole at 900 K

The example has the rough dimensions of a memory hole in a stacked flash device: diameter 100 nm and depth 10000 nm. The precursor is a model molecule of mass 30 u with \(E_a=0.50\) eV and \(s_0=1\). Its pressure is 0.001 Torr in a total of 0.1 Torr.

At 900 K, \(k_BT=0.0776\) eV, so \(s=e^{-0.50/0.0776}\approx1.6\times10^{-3}\). With \(v=797\) nm/ns,

\[
k=\frac{1.585\times10^{-3}\times797}{4}=0.316\ \text{nm/ns},\qquad
D=\frac{2\times50\times797}{3}=2.66\times10^4\ \text{nm}^2/\text{ns}.
\]

The penetration depth is \(50\sqrt{4/(3\times1.585\times10^{-3})}=1450\) nm, and \(\phi=10000/1450=6.9\). The mean growth rate over the wall is \(\tanh\phi/\phi=0.145\) of that at the mouth. With \(n_0=1.073\times10^{-8}\) nm\(^{-3}\), the total rate is

\[
W=2\pi\times50\times10000\times0.316\times1.073\times10^{-8}\times0.145
\approx1.5\times10^{-3}\ \text{ns}^{-1},
\]

or \(1.5\times10^6\) molecules per second. Even if filled uniformly at the mouth density, the pore would hold 0.84 molecule on average. The density is thus a time average, which the linear balance describes because the molecules act independently.

At fixed pressure the flat surface shows 0.461 eV and the pore 0.211 eV, a ratio of 0.46. At fixed density the values are 0.539 and 0.289 eV, a ratio of 0.54. "Roughly half" covers both conventions.

The mechanism is visible on heating from 850 to 950 K at fixed pressure. Growth at the mouth rises by a factor 1.94, the penetration depth falls to 0.698 of its value, and the total rises by \(1.94\times0.698=1.35\). These two total rates alone give an apparent energy of 0.211 eV.

The same pore passes from one regime to the other as it is heated:

| T (K) | \(\phi\) | \(w\) | \(E_W\) (eV) |
|---|---|---|---|
| 400 | 0.12 | 0.995 | 0.480 |
| 500 | 0.52 | 0.919 | 0.438 |
| 600 | 1.38 | 0.676 | 0.312 |
| 700 | 2.75 | 0.523 | 0.231 |
| 900 | 6.90 | 0.500 | 0.211 |

The energies in the table were obtained by solving the slice balance numerically on 3000 cells at neighbouring temperatures. They agree with \(wE_a-k_BT/2\) within 0.0002 eV. Most of the change occurs between 500 and 700 K, so a straight line fitted across that range would give an energy that belongs to neither regime.

In a further numerical solution, the diffusivity was given a barrier of 0.3 eV and its value at 900 K was kept. The pore energy rose to 0.342 eV, about three quarters of the flat-surface value, although \(\phi\) was the same.

## What a thickness measurement sees

The local growth rate is \(g=kn(z)\). Since \(d\ln\cosh x/d\ln x=x\tanh x\), its apparent energy at fixed pressure is

\[
E_g(z)=E_a\left\{1+\tfrac12\left[x\tanh x-\phi\tanh\phi\right]\right\}-\tfrac12k_BT,
\qquad x=\phi\left(1-\frac zL\right).
\]

The factor \(E_a/2\) arises because \(E_k-E_D=E_a\). Where \(x\) and \(\phi\) are both large, the hyperbolic tangents are close to one and the bracket becomes \(x-\phi=-z/\lambda\):

\[
E_g(z)\approx E_a\left(1-\frac{z}{2\lambda}\right)-\tfrac12k_BT .
\]

In the example, diffusion theory gives a local energy of 0.461 eV at the mouth, 0.211 eV at one penetration depth, \(-0.039\) eV at two and \(-0.290\) eV at three. A negative value means that heating slows growth there, because the wall above takes more of the precursor. The approximate formula puts the change of sign at \(z=2\lambda(1-k_BT/2E_a)\approx1.84\lambda\), or about 2700 nm. Following the individual flights instead of using a diffusion equation lowers these four local energies by 0.01 to 0.02 eV and moves the change of sign to about 2600 nm.

These local values are consistent with the halved total. Differentiating \(W=\int2\pi R\,g\,dz\) gives

\[
E_W=\frac{\int g\,E_g\,dz}{\int g\,dz},
\]

so the total energy is the mean of the local ones, weighted by the deposit. For an exponential deposit the mean depth is \(\lambda\), and the mean energy is \(E_a/2-k_BT/2\). A cross-section that measures thickness at depths much smaller than \(\lambda\) therefore finds nearly the full surface energy, even in a strongly diffusion-limited pore.

## How far the model can be trusted

**Flights near the mouth.** Diffusion theory sets the density just inside the mouth equal to \(n_0\). What the gas outside really fixes is the inward one-way flux, \(n_0v/4\). For a nearly isotropic gas this flux equals \(n(0)v/4+J/2\), where \(J\) is the net flux. Writing \(J=P\,n(0)v/4\), with \(P=0.092\) the uptake fraction from diffusion theory, gives \(n(0)=n_0/(1+P/2)\approx0.956\,n_0\), a loss of about 4 %.

A calculation that follows the flights from wall to wall, without a diffusion equation, gives an uptake fraction of 0.0856. The total rate is then about 7 % below the diffusion result. The part beyond the mouth estimate probably comes from rare long flights, which a local diffusivity does not describe; this is a conjecture. The gap between the two theories shrank by at least a fifth each time \(s\) was lowered from 0.01 to 0.0025 and then to 0.000625. Since the loss grows with \(s\), it also lowers the apparent energy, here from 0.211 to 0.196 eV.

**Supply above the wafer.** The hole can also deplete the gas outside it. Let \(u\) be the uptake per unit wafer area and unit density, and \(h\) the corresponding transfer coefficient of the gas above. Equating supply \(h(n_b-n_0)\) to uptake \(un_0\) gives \(n_0=n_b\,h/(h+u)\), where \(n_b\) is the density far from the wafer. The fractional depletion is \(q=u/(h+u)\).

Take \(h\) as the gas diffusivity \(v\ell/3\) divided by the width of the gas gap, where \(\ell\) is the mean free path given below. For a gas gap of 1 cm, \(q\) is then 2.0 % for holes 1000 nm apart, but 23 % for a dense array at 150 nm pitch. Differentiation gives an energy shift of \(-q(E_u-E_h)\). In the dense array the holes dominate the uptake; with the small share of the flat surface between them, \(E_u\approx0.30\) eV. At fixed total pressure the gas diffusivity varies as \(T^{3/2}\), so \(E_h=3k_BT/2\approx0.12\) eV. The shift is about \(-0.04\) eV, larger than the ballistic one. These figures depend on the rough estimate \(v\ell/3\): the kinetic theory of hard spheres gives a gas diffusivity about 1.8 times larger, which reduces the depletion of the dense array to about 14 % and the shift to between \(-0.02\) and \(-0.03\) eV.

**Narrowing.** Since \(D\propto R\), the strongly limited rate varies as \(R^2\). A radius reduced everywhere by 5 nm lowers it by 19 %. A real film tapers inward, so this overstates the narrowing at depth. With 0.02 nm\(^3\) of film per reacted molecule, the mouth grows at 0.068 nm/s and reaches 5 nm in 74 s. The temperature comparison should use films much thinner than the radius, or the early growth rate.

**Gas collisions and time lag.** For molecules 0.5 nm across, the mean free path is \(8\times10^5\) nm, against a pore diameter of 100 nm, so Knudsen transport is a safe assumption here. The density profile settles in roughly 100 ns over the first penetration depth and in roughly 500 ns near the bottom, far faster than the pore narrows.

**First-order kinetics.** At the mouth, 3.4 molecules react per nm\(^2\) each second. If each blocked a site for 0.21 s, then 10 % of an assumed 7 sites per nm\(^2\) would be occupied. Longer blocking makes the rate near the mouth less than proportional to density, and the density there falls more slowly than the first-order exponential. Deeper in the pore, where the density is low, the exponential decay returns. The model contains no desorption kinetics, so it cannot say how long the blocking lasts.

**Beside a real memory hole.** The diameter, depth and temperature are of the right order for high-aspect-ratio holes and low-pressure deposition. The sticking probability is far too high for a process meant to coat such a hole evenly: the bottom grows at 0.2 % of the mouth rate in diffusion theory, and at about 0.26 % when the flights are followed. The example represents a process run too hot for its geometry. Films in such holes are also often grown by self-limiting atomic layer deposition, which this continuous first-order model does not describe. The 23 % loss of rate and the shift of about \(-0.04\) eV found above for a dense array also rest on this high sticking probability. In a process that coats the same holes evenly, the uptake \(u\), and with it the depletion for the same gas gap, would be much smaller.

## Using the result

To identify this regime, vary the temperature at fixed precursor pressure and compare the total deposit in the pores with the growth on a nearby flat surface. An energy ratio near one half is evidence, but not proof, since depletion or a change of mechanism can also lower an apparent energy. The ratio can also lie well below one half within the regime. In the example it is 0.43 for an isolated pore with ballistic flights, and 0.37 to 0.39 for the dense array, where a nearby flat surface shares the depleted gas and its energy is lowered by the same shift. The thickness profile supplies a second check: it should decay exponentially, with a length that shrinks on heating as \(s^{-1/2}\).

If the regime is confirmed, the surface barrier follows from \(E_a=2E_W+k_BT\). This holds for first-order kinetics with a temperature-independent \(s_0\); otherwise the result is only the apparent energy of the sticking probability, not the barrier of a single step. The diffusion value returns \(2\times0.211+0.078=0.50\) eV. The ballistic value, closer to what a measurement on an isolated pore would give, returns \(2\times0.196+0.078=0.47\) eV, which is 6 % low. In the dense array considered above, depletion of the gas outside would lower the result further, to roughly 0.4 eV. A flat surface has no ballistic error and is the better source of \(E_a\), provided its own gas supply is not depleted.

To coat the pore more evenly, reduce \(\phi\). The ratio of bottom to mouth growth is \(1/\cosh\phi\), so a ratio of at least 0.9 requires \(\phi\le0.47\). From \(s=4\phi^2R^2/3L^2\), the sticking probability in this pore must then stay below about \(7\times10^{-6}\). At 500 K the example comes close: \(\phi=0.52\) and the ratio is 0.88.

The price is time. At fixed pressure the mouth growth rate scales as \(s/\sqrt T\), so at 500 K it is

\[
0.068\times\frac{9.1\times10^{-6}}{1.585\times10^{-3}}\times\sqrt{\frac{900}{500}}
\approx5\times10^{-4}\ \text{nm/s},
\]

and 5 nm takes more than two and a half hours. Raising the precursor pressure recovers speed in proportion without changing \(\phi\), as long as the kinetics stay first order and the gas in the pore stays in the Knudsen regime. Raising the temperature also recovers speed, but mostly at the mouth, and in the strongly limited regime it thins the coating where it is already thinnest.

The main computed values are in the numerical output below.

## Computed values

```
Radius 50 nm, depth 10000 nm, mass 30 u
E_a 0.50 eV, s0 1, T 900 K, kT 0.0776 eV
Precursor 0.001 Torr, total 0.1 Torr
Sticking probability s: 1.585e-03
Mean speed v: 797.0 nm/ns
Surface rate constant k: 0.3159 nm/ns
Knudsen diffusivity D: 2.6566e+04 nm^2/ns
D from jump quadrature: 2.6566e+04 nm^2/ns
Mouth density n0: 1.073e-08 nm^-3
Mean molecules in pore if filled at n0: 0.84
Penetration depth: 1450 nm, Thiele modulus: 6.896
Total rate W: 1.544e+06 molecules/s
Mean/mouth growth: 0.1450
Bottom/mouth growth: 2.02e-03
Table, fixed pressure: T(K), s, phi, w, E_app(eV)
    400  5.02e-07    0.123  0.9950  0.4803
    500  9.12e-06    0.523  0.9192  0.4381
    600  6.31e-05    1.376  0.6763  0.3123
    700  2.51e-04    2.746  0.5226  0.2312
    800  7.08e-04    4.609  0.5009  0.2160
    900  1.59e-03    6.896  0.5000  0.2112
   1000  3.02e-03    9.520  0.5000  0.2069
Flat surface energy, fixed pressure: 0.4612 eV
Pore energy, fixed pressure: 0.2112 eV
Ratio pore/flat, fixed pressure: 0.458
Flat surface energy, fixed density: 0.5388 eV
Pore energy, fixed density: 0.2888 eV
Ratio pore/flat, fixed density: 0.536
Local energy at 0 penetration depths: 0.4612 eV
Local energy at 1 penetration depths: 0.2112 eV
Local energy at 2 penetration depths: -0.0389 eV
Local energy at 3 penetration depths: -0.2896 eV
Deposit-weighted mean local energy: 0.2112 eV
Pore energy if D had 0.3 eV: 0.3418 eV
850 to 950 K: mouth growth x 1.9405
850 to 950 K: penetration depth x 0.6982
850 to 950 K: total rate x 1.3548
Two-temperature pore energy: 0.2113 eV
Uptake fraction, diffusion: 0.0920
Uptake fraction, ballistic: 0.0856
Ballistic change of total rate: -6.9 %
Pore energy, ballistic: 0.1962 eV
Gas mean free path (0.5 nm molecules): 8.39e+05 nm
D over gas diffusivity: 1.2e-04
Mouth growth (0.02 nm^3 per molecule): 0.0678 nm/s
Time for 5 nm at mouth: 74 s
Rate change if 5 nm narrower radius: -19.0 %
Diffusive settling time: 79.1 ns
Depletion, 1e+07 nm gas gap, pitch 1000 nm: 2.0 %
Depletion, same gap, pitch 150 nm: 22.8 %
Blocking time for 10 % of 7 sites/nm^2: 0.21 s
```
